\section*{Warming of Isolated Copper When Its Grain Boundaries Disappear}

\section*{Problem}

A piece of fine-grained copper is thermally isolated at 300 K and at constant pressure. Its grain boundaries have an excess enthalpy $h=0.6\ \mathrm{J/m^2}$. Random straight lines drawn through the metal cross a boundary every $L=20$ nm on average. The heat capacity of copper per volume is $c=3.45\ \mathrm{MJ/(m^3\,K)}$. These are rough typical values.

\begin{enumerate}
\item[(a)] How much boundary area does a unit volume contain, and by how much does the copper warm if all boundaries disappear?
\item[(b)] How does the answer change if $0.6\ \mathrm{J/m^2}$ is a free energy instead of an enthalpy, if the grains are columns standing upright in a film, if some boundaries are twins, or if growth stops at an intercept of 200 nm?
\item[(c)] The copper is now a film 100 nm thick on 500 nm of silicon oxide, and the growth takes one second. How warm does the film become?
\end{enumerate}

\section*{Solution of (a)}

\subsection*{Boundary area from the mean intercept}

Let $S_V$ be the boundary area per volume. Each boundary is counted once, although two grains share it. Take a large volume $V$ and place in it a straight segment of length $\ell$, with a random starting point and a given direction. Consider a small patch of boundary, of area $dA$, whose normal makes the angle $\theta$ with the segment. The segment hits the patch if its starting point lies in the slanted prism that has the patch as base and the segment as edge. The volume of this prism is $\ell|\cos\theta|\,dA$, so the probability of a hit is
\begin{equation}
dP=\frac{\ell\,|\cos\theta|\,dA}{V}.
\end{equation}
Expected numbers of hits add, whether or not the hits are independent. Summing over all patches gives the expected number of crossings, $\ell S_V\langle|\cos\theta|\rangle$, where the average is weighted by boundary area. By the definition of $L$ this number is also $\ell/L$, and therefore
\begin{equation}
\frac1L=S_V\langle|\cos\theta|\rangle .
\label{eq:count}
\end{equation}

For random directions in space it is enough to average over a hemisphere, because reversing a normal leaves $|\cos\theta|$ unchanged. The fraction of directions between $\theta$ and $\theta+d\theta$ is then $\sin\theta\,d\theta$, and
\begin{equation}
\langle|\cos\theta|\rangle=\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\left[\tfrac12\sin^2\theta\right]_0^{\pi/2}=\frac12 .
\end{equation}
Equation (\ref{eq:count}) becomes
\begin{equation}
S_V=\frac2L=\frac{2}{20\ \mathrm{nm}}=0.100\ \mathrm{nm^{-1}} .
\label{eq:sv}
\end{equation}
The result holds when the relative orientations of lines and boundaries are random: either the boundaries are isotropic, or the lines are drawn evenly in all directions of space. It does not depend on the shapes of the grains, provided $L$ is the total length of the lines divided by the total number of crossings. Averaging intercepts found separately for each direction gives a different number for anisotropic structures; for columnar grains $S_VL$ would then be $\pi^2/4\approx2.47$ instead of 2.

Two structures test this. In a periodic Voronoi structure grown from 150 random seeds, the area density was summed from the facets and the intercept was found by counting crossings on 4000 random segments. Their product was 2.00, with a sampling error of about 0.01. For cubes of edge $a$, each cube has area $6a^2$, half of which belongs to it, so $S_V=3a^2/a^3=3/a$. Equation (\ref{eq:sv}) then predicts $L=2a/3$, and the counted ratio $L/a$ was 0.666, with a sampling error of about 0.002.

The cubes also show why the meaning of a quoted grain size matters. If 20 nm were the edge of cubic grains, the area density would be $3/(20\ \mathrm{nm})=0.150\ \mathrm{nm^{-1}}$, half as much again as in Eq.~(\ref{eq:sv}).

\subsection*{Enthalpy balance}

No heat enters, so the first law at constant pressure $p$ reads $\Delta U=-p\,\Delta V$. Hence $\Delta H=\Delta U+p\,\Delta V=0$: the enthalpy is conserved. Let $H_{\rm c}(T)$ be the enthalpy of the same amount of copper as a single crystal. The initial state at $T_0$ has in addition the enthalpy of a boundary area $VS_V$. The final state at $T_1$ has no boundaries. The enthalpy of the outer surface is taken as unchanged. Then
\begin{equation}
H_{\rm c}(T_0)+VS_V\,h(T_0)=H_{\rm c}(T_1).
\label{eq:balance}
\end{equation}
Since $dH_{\rm c}=Vc\,dT$, with $c$ referred to the initial volume $V$, this is
\begin{equation}
\int_{T_0}^{T_1}c(T)\,dT=S_Vh(T_0)=\frac{2h}{L}\equiv u .
\label{eq:integral}
\end{equation}
The heat capacity in this equation is that of the crystal, although boundaries are present during part of the warming. The reason is that enthalpy is a function of state. One may remove the boundaries at $T_0$ and afterwards heat the crystal with the enthalpy set free; the end point is the same.

The stored energy is
\begin{equation}
u=\frac{2\times0.6\ \mathrm{J/m^2}}{20\times10^{-9}\ \mathrm{m}}
=60\ \mathrm{MJ/m^3}.
\end{equation}
If $c$ is nearly constant over the range, Eq.~(\ref{eq:integral}) gives
\begin{equation}
\Delta T=T_1-T_0=\frac{2h}{Lc}
=\frac{60\ \mathrm{MJ/m^3}}{3.45\ \mathrm{MJ/(m^3\,K)}}\approx17.4\ \mathrm K .
\label{eq:main}
\end{equation}
When $c$ is allowed to rise with temperature as in the Debye model discussed below, scaled to the same value at 300 K, the result is 17.3 K. The estimate is thus about 17 K, and the uncertainty of $h$ and $L$ matters far more than the variation of $c$.

\subsection*{The same estimate per atom}

Face-centred cubic copper has four atoms in a cube of edge 0.3615 nm, so the atom density is $n=4/(0.3615\ \mathrm{nm})^3=84.7\ \mathrm{nm^{-3}}$. The stored energy per atom is $u/n=4.42$ meV. A classical vibrating atom has three directions of motion, each with mean kinetic and potential energy $k_{\rm B}T/2$, and so a heat capacity $3k_{\rm B}=0.2585$ meV/K. This gives
\begin{equation}
\Delta T\approx\frac{4.42\ \mathrm{meV}}{0.2585\ \mathrm{meV/K}}=17.1\ \mathrm K .
\end{equation}
The measured heat capacity is not needed for the scale of the answer.

Quantum mechanics lowers the vibrational heat capacity somewhat. In the Debye model the classical value is multiplied by
\begin{equation}
D=\frac{3}{x_{\rm D}^3}\int_0^{x_{\rm D}}\frac{x^4e^x}{(e^x-1)^2}\,dx,
\qquad x_{\rm D}=\frac{\theta_{\rm D}}{T},
\end{equation}
where $\theta_{\rm D}$ is the Debye temperature. For small $x$,
\begin{equation}
\frac{x^2e^x}{(e^x-1)^2}=\left[\frac{x/2}{\sinh(x/2)}\right]^2
\approx\left[1+\frac{x^2}{24}\right]^{-2}\approx1-\frac{x^2}{12},
\end{equation}
and hence
\begin{equation}
D\approx\frac{3}{x_{\rm D}^3}\left(\frac{x_{\rm D}^3}{3}-\frac{x_{\rm D}^5}{60}\right)
=1-\frac{x_{\rm D}^2}{20}.
\end{equation}
With the rough value $\theta_{\rm D}=320$ K and $T=300$ K this is 0.943; the full integral gives 0.945. The heat capacity becomes $3nk_{\rm B}D=3.32\ \mathrm{MJ/(m^3\,K)}$, which is 4 percent below the value used in Eq.~(\ref{eq:main}). The Debye count leaves out thermal expansion and conduction electrons.

\subsection*{Scaling and its limit}

Equation (\ref{eq:main}) is proportional to $h/L$. At fixed $h$, an initial intercept of 200 nm would give 1.7 K, and for coarse grains the effect vanishes. Towards small $L$ the formula cannot be continued down to atomic sizes, because it treats a boundary as a surface without thickness. Let the disturbed core have width $w\approx0.5$ nm. Boundaries meet along lines whose length per volume is of order $1/L^2$. The energy of such a line may differ by something of order $hw$ per length from what the separate boundaries would give. Relative to $2h/L$, the correction is of order $w/L=2.5$ percent, with an unknown factor and sign. If the factor is of order one, the correction is small at 20 nm, but no longer small at a few nanometres.

\section*{Solution of (b)}

\subsection*{Free energy or enthalpy}

Boundary energies are often given as an excess free energy $\gamma$, the work needed to create unit area reversibly at fixed temperature and pressure. For a pure metal the Gibbs free energy is $G=G_{\rm c}+A\gamma$, where $A$ is the boundary area. The entropy is
\begin{equation}
S=-\left(\frac{\partial G}{\partial T}\right)_{p,A}=S_{\rm c}-A\frac{d\gamma}{dT},
\end{equation}
and the enthalpy is
\begin{equation}
H=G+TS=H_{\rm c}+A\left(\gamma-T\frac{d\gamma}{dT}\right).
\end{equation}
The excess enthalpy that enters Eq.~(\ref{eq:balance}) is therefore
\begin{equation}
h=\gamma-T\frac{d\gamma}{dT}.
\label{eq:gh}
\end{equation}
If $\gamma$ falls with temperature, $h$ is larger than $\gamma$.

A simple model shows how the difference arises and how large it is for one assumed softening of the vibrations. Suppose that in one atomic layer at the boundary the vibration frequencies are lowered by a fraction $\delta=0.10$, which is an assumed value. The layer has $n_s=n^{2/3}\approx19.3$ atoms per $\mathrm{nm^2}$. At high temperature an oscillator of angular frequency $\omega$ has free energy $k_{\rm B}T\ln(\hbar\omega/k_{\rm B}T)$. Replacing $\omega$ by $(1-\delta)\omega$ changes it by $k_{\rm B}T\ln(1-\delta)$. With three oscillators per atom,
\begin{equation}
\frac{d\gamma}{dT}\approx-3n_sk_{\rm B}\ln\frac{1}{1-\delta}
\approx-0.084\ \mathrm{mJ/(m^2\,K)} .
\end{equation}
Summing over the quantum levels, with an Einstein temperature of 240 K for the unsoftened oscillators, gives $-0.0802\ \mathrm{mJ/(m^2\,K)}$. With this slope and $\gamma=0.6\ \mathrm{J/m^2}$ at 300 K,
\begin{equation}
h=0.600+300\times0.0802\times10^{-3}\approx0.624\ \mathrm{J/m^2},
\end{equation}
and $\Delta T$ rises to 18.1 K. The mean energy taken directly from the same levels agrees with Eq.~(\ref{eq:gh}) to within $10^{-6}\ \mathrm{J/m^2}$. In this model the correction is 4 percent; for small $\delta$ it is proportional to both the softening and the number of softened layers.

\subsection*{Upright boundaries in a film}

In a film with columnar grains the boundaries stand perpendicular to the film plane. If the 20 nm refers to random lines in all directions of space, as in the problem, Eq.~(\ref{eq:sv}) still holds and the answer does not change. Suppose instead that $L=20$ nm is measured along lines in the film plane. The boundary normals also lie in the plane, and if they have no preferred direction there, the average in Eq.~(\ref{eq:count}) is
\begin{equation}
\langle|\cos\phi|\rangle=\frac{2}{\pi}\int_0^{\pi/2}\cos\phi\,d\phi=\frac2\pi,
\qquad\text{so}\qquad S_V=\frac{\pi}{2L}.
\end{equation}
In a two-dimensional Voronoi structure with 150 seeds, the product of boundary length per area and counted intercept was 1.568, against $\pi/2=1.571$. Compared with $2/L$ at the same measured intercept, the area is smaller by the factor $\pi/4$, and the rise is 13.7 K. The lines in the plane meet upright boundaries more squarely than random lines in space would, so that less area is needed for the same number of crossings.

\subsection*{Twins}

Texture and growth history also decide which kinds of boundary are present. Coherent twin boundaries in copper have a much lower energy than general boundaries; take $0.03\ \mathrm{J/m^2}$ as a rough value. If they make up 30 percent of the area counted in $L$, the mean excess enthalpy is
\begin{equation}
\bar h=0.70\times0.60+0.30\times0.03=0.429\ \mathrm{J/m^2},
\end{equation}
and the rise falls to 12.4 K. This reduction applies if the intercept count includes twins. If twins were left out of the count, $2/L$ would be the area of the other boundaries alone, and the 17.4 K would stand, with a small addition from the twins.

A film may have both features. If the twins also stand upright and make up the same fraction of the area, and $L$ is again measured in the film plane, the rise is $13.7\times0.429/0.600\approx10$ K.

\subsection*{Growth that stops early}

If growth ends at an intercept $L_1$, with unchanged boundary character and the same orientation average, the energy released is
\begin{equation}
\frac{2h}{L}-\frac{2h}{L_1}=\frac{2h}{L}\left(1-\frac{L}{L_1}\right).
\end{equation}
The small change of the remaining boundaries' enthalpy with temperature is neglected here. For $L_1=200$ nm the factor is 0.90 and the rise is 15.7 K. The first doubling of the intercept, from 20 to 40 nm, already releases half of the total.

\begin{table}[h]
\centering
\begin{tabular}{lccc}
\hline
Isolated copper, 20 nm & Area lost & $h$ & $\Delta T$ \\
 & (nm$^{-1}$) & (J/m$^2$) & (K) \\
\hline
Random boundaries, all vanish & 0.100 & 0.600 & 17.4 \\
0.6 J/m$^2$ is a free energy & 0.100 & 0.624 & 18.1 \\
Growth stops at 200 nm & 0.090 & 0.600 & 15.7 \\
Columnar grains, $L$ measured in film plane & 0.079 & 0.600 & 13.7 \\
30 percent twins & 0.100 & 0.429 & 12.4 \\
20 nm is a cube edge & 0.150 & 0.600 & 26.1 \\
\hline
\end{tabular}
\caption{Each row differs from the first only in what its label states.}
\end{table}

The largest changes in the table come from what is counted as a grain size and as a boundary. With the softening assumed here, the thermodynamic correction is smaller than either; stronger softening, or softening of several layers, would make it larger.

\section*{Solution of (c)}

The film has thickness $d=100$ nm. The oxide below it has thickness $b=500$ nm and conductivity $\kappa=1.4\ \mathrm{W/(m\,K)}$, and its lower face is held at the initial temperature. The film is taken as uniform in temperature and in perfect thermal contact with the oxide. Let the stored energy be released at a steady rate during the growth time $t_{\rm g}$. The heating power per film area is $ud/t_{\rm g}$. If the growth is slow, the oxide has time to reach a linear temperature profile, and the same power flows through it:
\begin{equation}
\frac{ud}{t_{\rm g}}=\kappa\,\frac{\Delta T_{\rm film}}{b}
\quad\Longrightarrow\quad
\Delta T_{\rm film}=\frac{u\,d\,b}{\kappa\,t_{\rm g}} .
\label{eq:leak}
\end{equation}
For $t_{\rm g}=1$ s,
\begin{equation}
\Delta T_{\rm film}=\frac{(6\times10^7)(10^{-7})(5\times10^{-7})}{1.4\times1}\ \mathrm K
\approx2\times10^{-6}\ \mathrm K .
\end{equation}
This is the rise above the lower face of the oxide, which was taken to stay at the initial temperature. A real wafer below the oxide warms as well. If a silicon wafer 0.5 mm thick, with a heat capacity of $1.65\ \mathrm{MJ/(m^3\,K)}$, kept all the released heat $ud=6\ \mathrm{J/m^2}$, it would warm by about 7 mK. This is much more than the difference across the oxide, but still negligible beside 17 K. The steady release is also a simplification. If growth is fast at first and then slows down, the largest difference across the oxide exceeds the steady value by the ratio of the peak power to the mean power, as long as the power changes slowly enough for the oxide to follow.

To see when the isolated value could be approached, insert $u=c\,\Delta T$ from Eq.~(\ref{eq:main}):
\begin{equation}
\frac{\Delta T_{\rm film}}{\Delta T}=\frac{\tau}{t_{\rm g}},\qquad
\tau=\frac{c\,d\,b}{\kappa}\approx0.12\ \mu\mathrm s .
\end{equation}
Here $\tau$ is the time in which the film would cool through the oxide if the oxide itself stored no heat. Equation (\ref{eq:leak}) requires $t_{\rm g}$ to be much longer than $\tau$ and than the diffusion time of the oxide, $b^2c_{\rm ox}/\kappa\approx0.3\ \mu$s, where $c_{\rm ox}=1.65\ \mathrm{MJ/(m^3\,K)}$. With the lower face of the oxide held at the initial temperature, a solution of the time-dependent heat equation for $t_{\rm g}=20\ \mu$s gives 0.107 K at the end of growth, as does Eq.~(\ref{eq:leak}). On a real silicon wafer the silicon surface would warm by a similar amount in this time, and the film would be warmer accordingly.

For $t_{\rm g}=1$ ns Eq.~(\ref{eq:leak}) does not apply, and the heat equation gives 15.7 K, or 90 percent of the isolated value. In that time heat enters the oxide to a depth of about $\sqrt{\kappa t_{\rm g}/c_{\rm ox}}\approx30$ nm. This layer has about one seventh of the heat capacity of the film, which accounts for the order of the loss. On this time scale perfect contact is a real restriction: an interface resistance of $10^{-8}\ \mathrm{m^2K/W}$, comparable to that of the heated layer itself, would raise the result to about 16.4 K. That the value for perfect contact equals the one for growth to 200 nm in the table is a coincidence of the chosen numbers.

Near-isolation therefore requires growth in much less than $0.1\ \mu$s. For $t_{\rm g}=\tau$ the heat equation gives only about 44 percent of the isolated rise, and a boundary moving just 20 nm in that time already needs a speed of about 0.2 m/s. Reaching 90 percent takes about 1 ns, which for the same 20 nm means about 20 m/s.

\section*{Comparison with interconnect films}

The boundary energy used here is typical of general high-angle boundaries in copper, while an intercept of 20 nm lies at the fine end for copper films. Plated copper films can coarsen at room temperature over hours to days. Thermal isolation is not a good assumption for them: with the layers of part (c) and a steady release lasting one hour, Eq.~(\ref{eq:leak}) gives a temperature difference across the oxide below one nanokelvin, and a silicon wafer 0.5 mm thick below it would warm by less than 0.01 K even if it lost no heat. Twins, upright boundaries and growth that stops early can also change the released energy, as in part (b), and real films may contain dislocations and impurities, whose energies are not included in $u$. The 17 K is thus a measure of the energy stored in the boundaries, expressed as a temperature; it does not predict the temperature of a film during an ordinary anneal.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values for copper)
boundary excess enthalpy h = 0.60 J/m^2
mean linear intercept L = 20 nm
starting temperature = 300 K
heat capacity c = 3.45 MJ/(m^3 K)
lattice parameter = 0.3615 nm
Debye temperature = 320 K
GEOMETRY TESTS
3D Voronoi: area density x intercept = 2.000 (2 expected)
2D Voronoi: length density x intercept = 1.568 (1.571 expected)
cubes: intercept / edge = 0.666 (0.667 expected)
MAIN ESTIMATE
boundary area per volume = 0.100 nm^-1
stored energy = 60.0 MJ/m^3
atom density = 84.7 nm^-3
stored energy per atom = 4.42 meV
3 kB = 0.2585 meV/K per atom
rise with 3 kB per atom = 17.1 K
Debye factor at start = 0.945
Debye heat capacity = 3.32 MJ/(m^3 K)
temperature rise, constant c = 17.39 K
temperature rise, c varying with T = 17.34 K
NEGLECTED EFFECTS
Einstein temperature of layer model = 240 K
frequency lowering in one layer = 10 percent
free-energy slope = -0.0802 mJ/(m^2 K)
enthalpy if 0.6 is a free energy = 0.624 J/m^2
rise if 0.6 is a free energy = 18.1 K
twins: fraction 0.30, energy 0.03 J/m^2
mean enthalpy with twins = 0.429 J/m^2
rise with twins = 12.4 K
rise for columnar grains = 13.7 K
rise if 20 nm is a cube edge = 26.1 K
rise for growth only to 200 nm = 15.7 K
boundary core width = 0.5 nm
core width / intercept = 2.5 percent
HEAT LEAK
film thickness = 100 nm, oxide = 500 nm
oxide conductivity = 1.4 W/(m K)
oxide heat capacity = 1.65 MJ/(m^3 K)
film rise, growth in 1 ns = 15.7 K
film rise, growth in 20 us = 0.107 K
slow-growth formula, 20 us = 0.107 K
film rise, growth in 1 s = 2.1 microkelvin
\end{verbatim}
